# Counting the equivalent orientations of a layer on a crystal surface

A two-dimensional crystal that nucleates in several equivalent orientations on a surface becomes a film with grain boundaries. This problem counts those orientations from symmetry, then examines graphene on a fourfold copper surface.

**Definitions.** Let \(S\) be the point group of the surface in two dimensions: the rotations about the surface normal, and the mirrors containing it, that leave the surface unchanged when each is combined with a suitable in-plane translation. It is a property of the surface, and can be smaller than the bulk crystal suggests. Let \(L\) be the corresponding group of the layer as it lies on the surface. An orientation \(\Lambda\) means the layer pattern irrespective of in-plane translations. The number of operations in a group is written \(|S|\), and so on. Angles are in degrees, energies in eV and lengths in nm.

## (a) Why are some orientations equal in energy?

Let \(E(\Lambda,\mathbf t)\) be the energy of a layer with orientation \(\Lambda\) displaced by \(\mathbf t\). Show that \(E(\Lambda)=\min_{\mathbf t}E(\Lambda,\mathbf t)\) is the same for \(\Lambda\) and \(g\Lambda\), for every \(g\) in \(S\).

**Solution.** For each \(g\) in \(S\) there is a translation \(\boldsymbol\tau\) such that \(\mathbf r\to g\mathbf r+\boldsymbol\tau\) maps the surface onto itself. Applying this operation to surface and layer together changes no interatomic distance, so the energy is unchanged. The surface is back where it was, while a layer atom has moved as

\[
\mathbf r_j+\mathbf t\;\to\; g(\mathbf r_j+\mathbf t)+\boldsymbol\tau
= g\mathbf r_j+(g\mathbf t+\boldsymbol\tau).
\]

This is the layer \(g\Lambda\) with displacement \(g\mathbf t+\boldsymbol\tau\). Hence

\[
E(g\Lambda,\,g\mathbf t+\boldsymbol\tau)=E(\Lambda,\mathbf t).
\]

As \(\mathbf t\) runs over all displacements, so does \(g\mathbf t+\boldsymbol\tau\). Both orientations therefore have the same list of energies and the same minimum:

\[
E(g\Lambda)=E(\Lambda).
\]

The map also preserves area, because \(|\det g|=1\). The thermal weight \(\int d^2t\,e^{-E(\Lambda,\mathbf t)/kT}\) over one surface unit cell is thus equal for the two as well. For a finite flake, the outline is carried along by \(g\).

## (b) How many distinct orientations are there?

Applying all of \(S\) to \(\Lambda\) gives \(|S|\) images, some of which may coincide. Count the distinct ones.

**Solution.** Two images coincide when \(g\Lambda=h\Lambda\). Applying \(h^{-1}\) to both sides gives

\[
h^{-1}g\,\Lambda=\Lambda ,
\]

so \(h^{-1}g\) belongs to \(L\). It also belongs to \(S\), since \(g\) and \(h\) do. It therefore lies in the shared group

\[
H=S\cap L .
\]

Conversely, if \(h^{-1}g=k\) with \(k\) in \(H\), then \(g\Lambda=hk\Lambda=h\Lambda\). The operations giving the same image as \(h\) are thus the set \(hH=\{hk: k\in H\}\).

Each such set has \(|H|\) members, because \(hk=hk'\) implies \(k=k'\). Two different sets have no common member, because each set collects all operations that give one particular image. The \(|S|\) operations are therefore divided into equal groups of \(|H|\), one for each distinct orientation:

\[
\boxed{N=\frac{|S|}{|S\cap L|}}
\]

Two conditions belong to this result. First, \(N\) counts one equivalent set. Symmetry does not say which set is lowest in energy, nor does it forbid another set of nearly equal energy. Secondly, if \(g\) is a mirror, \(g\Lambda\) is a mirror image. When the layer has a mirror \(m\) of its own, \(g\Lambda=gm\Lambda\), and \(gm\), a product of two mirrors, is a rotation. All \(N\) images are then rotated copies of one layer. Without such a mirror some images may be a layer of the opposite handedness, which must be counted separately if it cannot form.

A single orientation, \(N=1\), requires \(H=S\): every symmetry of the surface must also be a symmetry of the layer.

## (c) What does the count give for common symmetries?

Let the surface have an \(n\)-fold axis and \(n\) mirrors, and the layer an \(m\)-fold axis and \(m\) mirrors. Find \(N\).

**Solution.** Let \(q=\gcd(n,m)\). A shared rotation \(R\) satisfies \(R^n=1\) and \(R^m=1\). There are integers \(u,v\) with \(un+vm=q\), so

\[
R^q=(R^n)^u(R^m)^v=1 .
\]

Conversely, a rotation with \(R^q=1\) belongs to both groups, since \(q\) divides \(n\) and \(m\). There are therefore \(q\) shared rotations.

Suppose there is also a shared mirror \(M\). Then \(MR\) is a shared mirror for each shared rotation \(R\). Any shared mirror \(M'\) has this form, because \(MM'\) is a shared rotation and \(M'=M(MM')\). There are thus \(q\) shared mirrors, and \(|H|=2q\). With no shared mirror, \(|H|=q\). Since \(|S|=2n\),

\[
N_{\text{aligned}}=\frac{n}{\gcd(n,m)},\qquad
N_{\text{unaligned}}=\frac{2n}{\gcd(n,m)} .
\]

"Aligned" means here that a layer mirror lies along a surface mirror. Graphene has \(m=6\). A honeycomb layer with two unlike sublattices, such as boron nitride, has \(m=3\). The results are:

| \(n\) | \(m=6\), aligned / unaligned | \(m=3\), aligned / unaligned |
|---|---|---|
| 2 | 1 / 2 | 2 / 4 |
| 3 | 1 / 2 | 1 / 2 |
| 4 | 2 / 4 | 4 / 8 |
| 6 | 1 / 2 | 2 / 4 |

All sixteen entries were also found without group orders, by moving a 24-atom honeycomb patch with each surface operation and counting the distinct sets of labelled atoms.

The last column shows the price of unlike sublattices. On a sixfold surface the aligned layer has two orientations, 60° apart, where graphene has one. On a threefold surface these two are no longer related by symmetry, so \(N=1\). Their energies may still be close, in which case both can nucleate although the equivalent set has one member.

## (d) Which angles belong together for graphene on a fourfold surface?

Let \(\theta\) be the angle from the \(x\) axis, a close-packed row of the surface, to a zigzag row of graphene. Find the equivalent angles and the condition for them to merge.

**Solution.** Graphene returns to itself after 60°, so \(\theta\) is defined modulo 60°. The surface group 4mm has eight operations.

- Rotations by 0° and 180° leave \(\theta\) unchanged, since 180° is three times 60°.
- Rotations by 90° and 270° add 30°, since \(90=60+30\) and \(270=240+30\).
- The mirror along \(x\) sends \(\theta\) to \(-\theta\). The mirror along \(y\) sends it to \(180°-\theta\), which is the same orientation.
- The diagonal mirrors send \(\theta\) to \(90°-\theta\) or \(270°-\theta\), both equivalent to \(30°-\theta\).

The set is therefore

\[
\{\theta,\;\theta+30°,\;-\theta,\;30°-\theta\}\pmod{60°}.
\]

The first two never coincide. The first meets the third if \(2\theta\) is a multiple of 60°, and the fourth if \(2\theta\) is 30° plus a multiple of 60°. Together, these conditions say that \(2\theta\) is a multiple of 30°, or

\[
\theta=0°,\,15°,\,30°,\,45°\pmod{60°}.
\]

At these angles the shared group is 2mm, of order 4, and \(N=8/4=2\). At any other angle it contains only the rotations by 0° and 180°, and \(N=8/2=4\). For example, 7° belongs with 23°, 37° and 53°.

There are two different aligned pairs. In \(\{0°,30°\}\), a zigzag row follows a close-packed surface row. In \(\{15°,45°\}\), a zigzag row follows a diagonal of the surface square; for \(\theta=15°\) it is the row at \(15°+120°=135°\). No surface operation connects the pairs, so their energies generally differ.

## (e) What happens when the surface has less symmetry than it seems?

Treat (i) an ideal (001) surface of a diamond-type crystal, and (ii) a fourfold surface with a regular staircase of steps.

**Solution.** (i) In units of a quarter of the cubic lattice constant, the bonds of one sublattice are

\[
(1,1,1),\;(-1,-1,1),\;(-1,1,-1),\;(1,-1,-1),
\]

and those of the other sublattice are their negatives. A surface atom keeps its two downward bonds. For the first sublattice these are \((-1,1,-1)\) and \((1,-1,-1)\), whose in-plane parts lie along \([1\bar10]\). For the second they are \((-1,-1,-1)\) and \((1,1,-1)\), along \([110]\). A quarter turn exchanges these directions, so it is not a symmetry of a single terrace. The terrace has the group 2mm, of order 4.

Graphene with a mirror along a terrace mirror shares all four operations, and \(N=4/4=1\) on that terrace. Successive atomic layers belong to alternate sublattices, so a neighbouring terrace one atomic layer away is turned by 90°. The same choice of twist relative to the terrace then gives an orientation 30° away. Two orientations appear over the whole surface, but they sit on different terraces. This argument assumes an unreconstructed surface and separate nuclei on each terrace.

(ii) A staircase distinguishes uphill from downhill. This removes the rotations and every mirror except, at most, the one perpendicular to the step edges. Take the graphene pair \(\{0°,30°\}\).

- If the steps follow a close-packed row, the surviving mirror lies along \(x\) or \(y\) and is shared by the layer. Then \(N=2/2=1\), and the two orientations may differ in energy.
- If the steps follow a diagonal, the surviving mirror is a diagonal one. It sends 0° to 30° and is not shared by the layer. Then \(N=2/1=2\), and the orientations remain equivalent.
- If the steps follow a direction without a mirror, \(|S|=1\) and \(N=1\).

The presence of steps alone is therefore not enough to select one orientation of this pair; their direction matters.

## (f) Which twist does a small nucleus prefer in a simple model?

Place a rigid, flat 24-atom graphene nucleus on Cu(100). Use rough lattice constants of 0.246 nm for graphene and \(a=0.256\) nm for the copper surface. Let only the twelve edge atoms with two carbon neighbours feel the surface, through

\[
V(x,y)=-U(\cos Gx+\cos Gy),\qquad G=\frac{2\pi}{a},
\]

with \(U=0.30\) eV, an assumed round value for the lateral variation of the energy of an edge atom, not a binding energy. Compare \(\theta=0°\) with \(\theta=15°\).

**Solution.** The nucleus is centred on a carbon ring, so for every atom at \((x_j,y_j)\) there is one at \((-x_j,-y_j)\). In

\[
\sum_j\cos G(x_j+t_x)=\cos Gt_x\sum_j\cos Gx_j-\sin Gt_x\sum_j\sin Gx_j ,
\]

the last sum vanishes. With \(C_x=\sum_j\cos Gx_j\) and \(C_y\) defined likewise,

\[
E(\theta,\mathbf t)=-U\,(C_x\cos Gt_x+C_y\cos Gt_y).
\]

The displacements \(t_x\) and \(t_y\) can be chosen independently. Each cosine is set to \(+1\) or \(-1\), whichever lowers the energy, so

\[
E(\theta)=-U\,(|C_x|+|C_y|).
\]

At \(\theta=0°\) the edge atoms lie at \((\pm1,\pm\tfrac52)\), \((\pm2,\pm2)\) and \((\pm3,\pm\tfrac12)\), with \(x\) in units of half the graphene lattice constant, 0.123 nm, and \(y\) in units of the bond length, \(0.246/\sqrt3=0.1420\) nm. One unit changes the phase by \(2\pi(0.123)/0.256=3.019\) along \(x\) and by \(2\pi(0.1420)/0.256=3.486\) along \(y\). Each type of position occurs four times:

\[
\begin{aligned}
C_x&=4(\cos3.019+\cos6.038+\cos9.057)\\
&=4(-0.992+0.970-0.933)=-3.82,\\
C_y&=4(\cos8.715+\cos6.972+\cos1.743)\\
&=4(-0.758+0.772-0.171)=-0.63.
\end{aligned}
\]

Therefore

\[
E(0°)=-0.30\,(3.82+0.63)\ \text{eV}=-1.34\ \text{eV}.
\]

The same sums with the atoms turned by 15° give \(E(15°)=-0.70\) eV. A scan in half-degree steps finds the minima at 0° and 30°, with a total orientational range of 0.63 eV. For this nucleus the preferred pair has zigzag rows along close-packed copper rows. That preference comes from the potential and the nucleus; the equality of its two members comes from symmetry.

## (g) How well are nuclei aligned, and how often do neighbours disagree?

Take \(T=1300\) K and assume that nuclei reach thermal equilibrium in twist and position before their orientation is frozen by growth. Then let steps raise the potential amplitude along \(x\) by 10%, with the amplitude along \(y\) held fixed.

**Solution.** At 1300 K, \(kT=0.112\) eV. The orientational range is \(0.631/0.112=5.6\) times \(kT\): alignment is favoured, but thermal spread remains. Summing the Boltzmann weights over twist and displacement puts about 87% of nuclei within 5° of 0° or 30° (0.865 with half-degree steps in twist, 0.866 with steps of 0.01°). Random twists would put 33% there.

Assign each nucleus to the nearer of the two orientations, and let \(p\) be the share near 0°. Two independent neighbours disagree if one is near 0° and the other near 30°, in either order:

\[
P_{\text{dis}}=p(1-p)+(1-p)p=2p(1-p).
\]

On the flat surface, part (a) requires \(p=1/2\), so \(P_{\text{dis}}=1/2\). Improving the alignment about each orientation does not lower this value. Half of the meetings between independent neighbours join grains from different families.

With steps, the amplitudes are \(1.1U\) along \(x\) and \(U\) along \(y\). Turning the nucleus from 0° to 30° is equivalent to turning it by 90°, which exchanges \(|C_x|\) and \(|C_y|\). Thus

\[
\begin{aligned}
E(30°)-E(0°)
&=-U(1.1|C_y|+|C_x|)+U(1.1|C_x|+|C_y|)\\
&=0.1\,U\,(|C_x|-|C_y|)\\
&=0.1(0.30)(3.82-0.63)\ \text{eV}=0.096\ \text{eV}.
\end{aligned}
\]

Keeping only the two minima gives a population ratio \(e^{0.096/0.112}\approx2.4\), or \(p\approx0.70\). The full sum over twists and displacements gives \(p=0.69\), and

\[
P_{\text{dis}}=2(0.693)(0.307)=0.43 .
\]

For this 24-atom nucleus, a 10% anisotropy therefore lowers the chance of disagreement only from 0.50 to 0.43. These figures use the room-temperature copper lattice constant; with the expanded value 0.2606 nm of part (h) the splitting is 0.103 eV, \(p=0.70\) and \(P_{\text{dis}}=0.42\). The size and even the sign of the effect depend on the nucleus: for the 54-atom nucleus of part (h) the same anisotropy favours 30° by 0.15 eV, with \(p=0.21\) and \(P_{\text{dis}}=0.34\). In the two-minimum estimate, \(p=0.99\) would need an energy difference of \(kT\ln99\approx0.51\) eV, about five times larger. If the populations are set by thermal equilibrium, as assumed here, selecting one orientation by steps needs a splitting of several \(kT\) at the temperature where the orientation is decided.

This anisotropic potential still has the group 2mm, since it does not distinguish uphill from downhill. It represents steps along a close-packed row, the first case in part (e)(ii), by their effect on the two amplitudes alone.

## (h) Which conclusions survive the model's omissions?

Test the preferred angles against thermal expansion, the shape of the potential and the size of the nucleus. Then compare the model with real growth.

**Solution.** Each change below is made alone, on the surface without steps.

- Copper expands by roughly \(1.8\times10^{-5}\) per kelvin. Heating by 1000 K changes its surface lattice constant to \(0.256(1+0.018)=0.261\) nm. With graphene held fixed, the range rises from 0.63 to 0.67 eV at the unrounded 0.2606 nm; it is sensitive to this value and reaches 0.73 eV at 0.2612 nm, with the same preferred angles. The change is not monotonic: on the way the range dips to about 0.57 eV near 0.259 nm.
- A second harmonic, \(\mp0.2\,U\cos Gx\cos Gy\) per edge atom, changes the shape of the potential while keeping its fourfold symmetry.
- A 54-atom nucleus with 18 edge atoms has a range of 1.67 eV, about 15 times \(kT\); the half-degree scan gives 1.61 eV because it misses a sharp maximum near 10.4°. Two sizes do not establish a law of growth with size, but this larger nucleus is held more firmly.

The preferred angles remain 0° and 30° in these three tests, but they do not survive every change of nucleus. With the same potential, a 42-atom hexagon with armchair edges and a 33-atom triangle prefer the other aligned pair, \(\{15°,45°\}\). A 46-atom triangle and a 216-atom zigzag hexagon prefer unaligned twists, about 10° and 12° from the nearer of 0° and 30°, for which \(N=4\). The model therefore does not fix the preferred twist independently of the shape and size of the nucleus, and it proves nothing about the twist on real copper. What symmetry fixes is the count of graphene lattice orientations, with the twist taken modulo 60°: on a 4mm surface it is two whenever the preferred twist is aligned and four otherwise. A triangular outline has only \(m=3\), so counted together with its outline such a nucleus has four or eight equivalent placements, as in the table of part (c).

In practice, graphene is grown on copper at temperatures near 1300 K, not far below copper's melting point, and growth on Cu(100) has produced films with two main orientations about 30° apart. The temperature used here is therefore in the working range. The observed pair fits the symmetry count for an aligned lattice, but the edge model, whose preferred twist depends on the nucleus, does not explain why that pair is chosen. The copper lattice constant of 0.256 nm is a room-temperature value, and the expansion test above covers its change on heating only for the 24-atom nucleus. Some larger nuclei are more sensitive, though not all: between 0.256 and 0.2606 nm a 96-atom zigzag hexagon keeps 0° and 30° while its range changes only from 6.03 to 5.60 eV, and the 33-atom and 42-atom nuclei keep \(\{15°,45°\}\). At the expanded value of 0.2606 nm the 54-atom nucleus still prefers 0° and 30°, but its range rises from 1.67 to 2.33 eV; the 46-atom triangle and the 216-atom hexagon move to about 6° and 5° from the nearer of 0° and 30°; and a 150-atom zigzag hexagon changes from \(\{0°,30°\}\) to \(\{15°,45°\}\). The amplitude \(U\) is an assumed scale and not a measured one. Hydrogen on the carbon edge should weaken its bond to the metal. In the model, all energies are proportional to \(U\), so halving it would halve the range to 2.8 times \(kT\) and broaden the angular spread. Real nuclei also bend, the hot copper surface is mobile, and growth may freeze an orientation before equilibrium is reached. These effects can change the spread about each orientation. To make the two populations differ systematically, something must break the symmetry that connects them, such as suitably directed steps, strain or a directional supply of carbon. The numerical output below gives the orientation counts and the half-degree scans for the 24-atom and 54-atom nuclei; the fine-grid values, the 24-atom step results on heating, the 54-atom results with steps or on heating, and the results for other nuclei are not listed in it.

## Calculated quantities

```
Group orders: surface 4mm, graphene 6mm: 8 12
Twist 0 deg: shared order, N = 4 2
  equal-energy angles (deg): 0.0, 30.0
Twist 15 deg: shared order, N = 4 2
  equal-energy angles (deg): 15.0, 45.0
Twist 7 deg: shared order, N = 2 4
  equal-energy angles (deg): 7.0, 23.0, 37.0, 53.0
N by surface fold n: graphene aligned, graphene generic,
  two-species layer aligned, two-species layer generic
  n = 2: 1 2 2 4
  n = 3: 1 2 1 2
  n = 4: 2 4 4 8
  n = 6: 1 2 2 4
Diamond (001) turn between terraces: 90 deg
Graphene lattice constant: 0.246 nm
Cu(100) surface lattice constant: 0.256 nm
Small nucleus: atoms, edge atoms: 24 12
Edge potential amplitude U: 0.30 eV
Temperature: 1300 K; kT: 0.1120 eV
Preferred angles (deg): 0.0, 30.0
Energy at 0 deg: -1.336 eV
Energy at 15 deg: -0.704 eV
Orientational energy range: 0.631 eV
Energy range over kT: 5.63
Thermal share within 5 deg of 0 or 30 deg: 0.865
Same share for random angles: 0.333
Share of the 0 deg family, flat surface: 0.500
Chance that neighbours disagree: 0.500
Step anisotropy of U along x: 10 %
  preferred angle with steps (deg): 0.0
  E(30 deg) - E(0 deg): 0.0958 eV
  share of the 0 deg family: 0.693
  chance that neighbours disagree: 0.426
Hot Cu(100) lattice constant: 0.2606 nm
  preferred angles (deg): 0.0, 30.0
  energy range: 0.674 eV
Second harmonic, relative size: 0.20
  positive sign, preferred angles (deg): 0.0, 30.0
  negative sign, preferred angles (deg): 0.0, 30.0
Large nucleus: atoms, edge atoms: 54 18
  preferred angles (deg): 0.0, 30.0
  energy range: 1.608 eV
```
